# Arc-Length Continuation and the Stability Eigenvalue for Capillary Collapse of Beam Arrays

## Definitions and conventions

An array of $N$ parallel elastic lines, clamped at the base, stands between two rigid walls during drying. All energies are per unit length along the lines.

- $x$ is the height above the base, $H$ the line height, $w$ the line thickness and $d$ the design gap.
- $u_i(x)$ is the deflection of line $i$, positive to the right, with $u_0=u_{N+1}=0$ for the walls.
- $g_j(x)=G_j+u_{j+1}-u_j$ is the width of gap $j=0,\dots,N$, with rest width $G_j$.
- $h_j$ is the wet height of gap $j$, and $h_0$ (reserved for this meaning) is the common wet height before deflection.
- $D=E'w^3/12$ is the bending stiffness, with $E'$ the plane-strain modulus.
- $\Gamma=2\gamma\cos\theta$, with surface tension $\gamma$ and contact angle $\theta<90^\circ$.

Each gap keeps its own liquid volume,
$$\int_0^{h_j}g_j\,dx=G_jh_0 .$$
There is no evaporation or flow between gaps while the load $\Gamma$ is varied. Varying $\Gamma$ compares rinse liquids at equal filling.

The setting explained here is the stability check: at a stationary point, compute the lowest eigenvalue of the second-derivative matrix. Electronic-structure programs offer it for self-consistent solutions, where the variables are orbital rotations. Here the variables are deflections, and the question is whether a wet pattern stands.

## The energy and its tangent stiffness

Wetting a solid face changes its energy per area by $-\gamma\cos\theta$ (Young's equation). A gap has two faces, so
$$\Pi=\sum_i\frac D2\int_0^H u_i''^2dx-\Gamma\sum_j h_j .$$
This assumes small slopes, Euler-Bernoulli bending and menisci below the line tops. The energy of the meniscus itself, about $\gamma g$, is dropped. Compared with $\Gamma h$ this is an error of relative order $d/(h_0\cos\theta)$, so the model fails as $\theta$ approaches $90^\circ$.

Drop the index $j$ and vary the volume condition:
$$g(h)\,\delta h+\int_0^h\delta g\,dx=0,\qquad \delta(-\Gamma h)=\frac{\Gamma}{g(h)}\int_0^h\delta g\,dx .$$
Widening the gap costs energy, so the liquid pulls both faces together with the uniform suction $\Gamma/g(h)$ over the wet height.

Now write $u_i=\phi(x)\cdot q_i$, with shape functions $\phi$ and coefficients $q_i$. Let $r=q_{j+1}-q_j$ and $a(h)=\int_0^h\phi\,dx$. The capillary gradient with respect to $r$ is $\Gamma a/g$. Its derivative needs three pieces, all taken at the moving meniscus:
$$\frac{\partial h}{\partial r}=-\frac ag,\qquad \frac{\partial a}{\partial r}=-\frac{\phi a^T}{g},\qquad \frac{\partial g(h)}{\partial r}=\phi-\frac{g'a}{g}.$$
The quotient rule gives the Hessian of one gap,
$$\Gamma\left[-\frac{\phi a^T+a\phi^T}{g^2}+\frac{g'\,aa^T}{g^3}\right].$$
It is symmetric, as second derivatives of an energy must be. If the suction follows the local gap but the wet height is frozen, $-\Gamma a\phi^T/g^2$ remains. That matrix is not symmetric and belongs to no energy.

**Guidance.** Let the meniscus move in the tangent stiffness. The price of freezing it is calculated below.

## Scaling the eigenvalue

Measure $x$ in $H$ and deflections in $d$, so that the energy unit is $Dd^2/H^3$. Factor the elastic stiffness of one line as $LL^T$ and use $y_i=L^Tq_i$. With the load
$$p=\frac{\Gamma h_0^4}{Dd^2},$$
the energy becomes $\tfrac12|y|^2-p\,(H/h_0)^4\sum_j h_j/H$. Equilibrium and tangent stiffness are
$$R=y+p\,f(y)=0,\qquad K=I+p\,S(y),$$
where $f$ and $S$ are the first and second derivatives of $-(H/h_0)^4\sum_j h_j/H$.

The change of variables leaves every quadratic form unchanged in value, so it cannot alter the signs of the eigenvalues. It also gives the lowest eigenvalue $\kappa$ a meaning: it is the smallest ratio of the total second variation to the elastic part. The unloaded array has $\kappa=1$. If $\kappa>0$, the equilibrium is a local minimum of $\Pi$.

## What a zero eigenvalue says

Let $s$ be arc length along the path $z=(y,p)$, and let dots denote $d/ds$. Differentiating $R=0$ gives
$$K\dot y+f\dot p=0 .$$
Suppose $\kappa=0$ is a simple eigenvalue with unit null vector $v$. Multiplying by $v^T$ removes the first term, because $K$ is symmetric:
$$(v\cdot f)\,\dot p=0 .$$

**Fold.** If $v\cdot f\ne0$, then $\dot p=0$. Hence $K\dot y=0$, and the sign of $v$ can be chosen so that $\dot y=v$. Differentiate once more and project on $v$. The terms containing $K$ and $\dot p$ vanish, leaving
$$c+(v\cdot f)\,\ddot p=0,\qquad c=v^T\dot Kv=\dot\kappa .$$
If $c\neq0$, the eigenvalue changes sign and the load has an extremum at the same point. If this is the first zero of $\kappa$ on a path that starts unloaded, the extremum is a maximum $p_f$, and the stable branch ends there.

**Bifurcation.** If $v\cdot f=0$, the projected equation leaves $\dot p$ free. The original path may continue to higher load, but as an unstable one. A perfect array behaves this way, so waiting for the load to turn would miss its instability.

Near a fold, $\kappa\approx|c||s-s_f|$ and $p_f-p\approx\tfrac12|\ddot p|(s-s_f)^2$. Therefore
$$\kappa^2\approx2|c|\,|v\cdot f|\,(p_f-p).$$

**Guidance.** Close to a fold, extrapolate $\kappa^2$, not $\kappa$, linearly in the load. The rule is local: in a nearly perfect array $\kappa$ stays almost linear in $p$ until shortly before the turn, and a $\kappa^2$ extrapolation from farther away falls short. On the flat path of a perfect array $S$ is constant, and $\kappa$ itself is linear in $p$.

## Following the path

From a point $z$ with unit tangent $t=(t_y,t_p)$, predict $z^*=z+\Delta s\,t$. Then solve
$$R(z_{\rm new})=0,\qquad t\cdot(z_{\rm new}-z^*)=0$$
by Newton's method, whose matrix is
$$J=\begin{pmatrix}K&f\\t_y^T&t_p\end{pmatrix}.$$

At a fold $K$ is singular, so Newton's method at fixed load fails. With the tangent $t=(v,0)$ there, $J$ is regular. To see this, let $J(b,\beta_0)^T=0$. Projecting $Kb+f\beta_0=0$ on $v$ gives $\beta_0=0$, so $b=\alpha v$. The last row then gives $\alpha=0$. By continuity $J$ stays regular for sufficiently small steps around the fold.

When $\kappa$ changes sign between two points, treat it as a function of $\Delta s$ and find its zero by a bracketing root finder.

At the bifurcation of a perfect array, $f=0$ and $t=(0,1)$, so $(v,0)$ is a null vector of $J$. There the root should be sought directly on the known path $y=0$.

## The perfect array

With equal gaps, the suctions on the two faces of each line cancel and $y=0$ is an equilibrium at every load. Try $u_i=\sin[ik\pi/(N+1)]\,W(x)$. The differences between neighbours produce the factor
$$\mu_k=2-2\cos\frac{k\pi}{N+1}.$$
Let $X=W(h_0)$ and $Y=\int_0^{h_0}W\,dx$. Since $g'=0$, the Hessian acts on $W$ as a uniform load proportional to $X$ plus a point load at $h_0$ proportional to $Y$, both with the factor $\Gamma\mu_k/d^2$.

For a cantilever, a unit point load at $h_0$ gives the deflection $x^2(3h_0-x)/(6D)$ below $h_0$. Its value at $h_0$ is $h_0^3/(3D)$ and its integral is $h_0^4/(8D)$. A unit uniform load on $[0,h_0]$ gives $x^2(6h_0^2-4h_0x+x^2)/(24D)$, with value $h_0^4/(8D)$ and integral $h_0^5/(20D)$. With $\sigma=\mu_kp$,
$$X=\sigma\left(\frac{Y}{3h_0}+\frac X8\right),\qquad Y=\sigma\left(\frac Y8+\frac{h_0X}{20}\right).$$
Collect $X$ in the first equation and $Y$ in the second, then multiply the two:
$$\left(1-\frac\sigma8\right)^2=\frac{\sigma^2}{60}.$$
Since $1/\sqrt{60}>1/8$, one root is negative. The positive root is
$$\sigma=\frac1{1/8+1/\sqrt{60}}=3.94 .$$
The largest $\mu_k$ becomes unstable first. It has $k=N$, so neighbouring lines move in opposite directions:
$$p_c=\frac{3.94}{2+2\cos[\pi/(N+1)]}.$$
For one line $p_c=1.97$; for a very large array it tends to $0.98$. In physical terms, the critical $\Gamma$ scales as $E'w^3d^2/h_0^4$.

With frozen menisci the point load is absent. Then $X=\sigma X/8$ and $\sigma=8$, which overestimates the threshold by a factor of 2.03.

## Misplaced lines

Let $A$ be the component of $y$ along the unit critical mode $v$. Reflecting the array left to right reverses this mode when $N$ is odd, so the reduced energy is even in $A$. To leading order, the force balance along the mode is
$$\left(1-\frac p{p_c}\right)A-\beta A^3=F,$$
where $F$ is the force from an imperfection and $A$ is counted positive along it.

For $N=5$ and $h_0=0.6H$, solving $R=0$ with $v\cdot y=A$ imposed gives $\beta=0.30$. Without imperfection, the bent branch $1-p/p_c=\beta A^2$ therefore lies below $p_c$. Its stiffness along the mode is $(1-p/p_c)-3\beta A^2=-2\beta A^2$, so it is unstable.

Displace the middle line to the right by $ed$. Its two gaps become $(1\pm e)d$. To first order in $e$, the unbalanced suctions on the five lines are $(0,-1,2,-1,0)\,e\Gamma/d$. This pattern drives the alternating mode. Projected on $v$ at $p=p_c$, it gives $F=1.08\,e$.

At given $p$, the left side of the force balance is largest when $1-p/p_c=3\beta A^2$, where it equals $2\beta A^3$. Equating this to $F$ gives the fold:
$$A_f=\left(\frac F{2\beta}\right)^{1/3},\qquad 1-\frac{p_f}{p_c}=3\beta^{1/3}\left(\frac F2\right)^{2/3}.$$
The two-thirds power makes small errors costly. For $e=0.001$ the formula and the traced fold both give a loss of 1.3%. For $e=0.05$ the formula gives 18%, while the trace gives 21%. The formula is a small-error estimate; larger errors need the traced path.

For even $N$, reflection leaves the critical mode unchanged and does not by itself exclude a quadratic term in the force balance. Its coefficient $\alpha$ comes from the cubic part of the energy. All gaps change with the same shape $W$, so $\alpha$ is proportional to $\sum_j r_j^3$, with $r_j=\cos[N\pi(j+\tfrac12)/(N+1)]$. Write $4\cos^3x=3\cos x+\cos3x$. For integer $m$, the sum of $\cos[m\pi(j+\tfrac12)/(N+1)]$ over $j=0,\dots,N$ vanishes unless $m$ is a multiple of $2(N+1)$. Here $m=N$ and $m=3N$, so only $N=2$ gives a nonzero result. For two lines the balance is therefore $(1-p/p_c)A-\alpha A^2=F$. For $\alpha F>0$, its fold is at $1-p_f/p_c=2\sqrt{\alpha F}$, a square-root law.

**Guidance on step length.** Put $A=A_f\tilde a$ and $1-p/p_c=\beta A_f^2\tilde k$. The odd-$N$ balance becomes $\tilde k\tilde a-\tilde a^3=2$, so $A_f$ sets the amplitude scale of the turn. Steps should be well below it, or the corrector may land on another branch. The traces for $e=0.001$ and $e=0.05$ used $\Delta s=0.01$ and $0.04$, about a tenth of the formula values $A_f=0.12$ and $0.45$ (for $e=0.05$ the traced fold lies at $A=0.33$). The more nearly perfect the array, the finer the step must be.

## Worked example

Take five model lines with $H=200$ nm, $w=40$ nm, $d=20$ nm, $h_0=120$ nm and $E'=10$ GPa. Then
$$D=\frac{10^{10}(40\times10^{-9})^3}{12}=5.33\times10^{-14}\ \text{N m},$$
$$\frac{Dd^2}{h_0^4}=\frac{(5.33\times10^{-14})(20\times10^{-9})^2}{(120\times10^{-9})^4}=0.103\ \text{N/m}.$$
For $N=5$, $\mu_N=3.73$ and $p_c=1.05$. The perfect array loses stability at $\Gamma=108$ mN/m, or $\gamma\cos\theta=54$ mN/m.

Now misplace the middle line by 1 nm, so $e=0.05$. Each line is represented by ten cubic Hermite elements. Selected points of the traced path are:

| $\Gamma$ (mN/m) | $\kappa$ | least tip gap (nm) | greatest wet height (nm) |
|---:|---:|---:|---:|
| 0 | 1.00 | 19.0 | 120 |
| 61 | 0.42 | 18.0 | 121 |
| 79 | 0.21 | 16.8 | 123 |
| 81 | −0.32 | 11.5 | 132 |
| 57 | −1.45 | 6.6 | 144 |
| 10 | −26.2 | 0.7 | 181 |

Between the third and fourth rows the path turns at $p_f=0.836$, or $\Gamma=86$ mN/m ($\gamma\cos\theta=43$ mN/m). There $|v\cdot f|=0.40$, which identifies a fold, and the second eigenvalue is 0.32, so one direction has lost its stiffness. The tips of the third and fourth lines have moved by $+2.4$ and $-2.1$ nm, which reduces their gap from 19 to 14.5 nm. Stability is thus lost well before contact.

The second and third rows show the value of the $\kappa^2$ rule. Their loads are $p=0.594$ and $0.769$. Linear extrapolation of $\kappa$ to zero gives $p=0.95$, 14% above the fold. Linear extrapolation of $\kappa^2$ gives $0.83$, within 1%. This works because $1-p/p_c$ at both points is no more than about twice the loss $1-p_f/p_c$. For $e=0.001$ and the same fractions of $p_f$, the $\kappa^2$ estimate is 6% low while the $\kappa$ estimate is only 1.3% high; there the points must lie within about 2% of the fold.

The rows after the turn are unstable equilibria. At 81 mN/m the array still has a stable state, but an unstable one with a tip gap of 11.5 nm coexists with it. A large enough disturbance can therefore cause collapse below the fold. The trace was stopped when the least tip gap fell below 1 nm; the liquid had not reached the line tops.

The size of the placement error matters strongly: the fold is at 101 mN/m for 0.2 nm and at 72 mN/m for 2 nm.

## From lost stability to collapse

When $\kappa$ passes from positive to negative along the path, a stable state ends or becomes unstable. This sign change does not show where the array goes next. For that, follow overdamped motion at fixed load by repeatedly moving $y$ a short way along $-R$.

Starting undeformed, the misplaced array comes to rest at $0.99\,p_f$. At $1.01\,p_f$ it runs away: the least tip gap shrinks from 19 nm to about 0.7 nm, and there the liquid reaches the line tops. This gap depends on the assumed damping. Descent in $y$ weights motion by elastic energy; a uniform drag along the lines gives about 2.5 nm instead. The model requires menisci below the tops, so its range ends at this point. Continuing the same equations brings the tips together, but that last stage is an extrapolation. In this example the fold therefore leads to near-closure, and contact is likely but not shown. Whether the lines reopen later depends on adhesion, which the model omits.

A liquid with $\Gamma=100$ mN/m has $p=0.97$, between the two thresholds. The perfect array, started with $A=0.05$ along its critical mode, returns to rest. The small-amplitude formula puts the unstable branch near $A=\sqrt{(1-0.972/1.0545)/0.30}=0.51$. The full equilibrium equations give $0.46$, about nine times farther out than the start. Under the same liquid the misplaced array runs away until the liquid reaches the line tops, with a least tip gap of 0.7 nm for descent in $y$ and about 2.7 nm for uniform drag.

This verdict belongs to the model. The neglected meniscus terms are of relative order $d/(h_0\cos\theta)$ with $d/h_0=1/6$, larger than the 8% margin of the perfect array. With a circular meniscus included, $p_c$ moves by $+3$ to $-10$% at $\theta=30^\circ$, by $-13$ to $-18$% at $60^\circ$ and by about $-40$% at $80^\circ$; the ranges reflect whether $h_0$ is taken at the contact line or from the volume. Shear in these rather thick lines is also omitted. Adding Timoshenko shear compliance (Poisson ratio 0.2 to 0.35) lowers the perfect threshold from 108 to 94–97 mN/m, so with shear the perfect array would also be unstable under this liquid. For a real process, the placement error, filling and stiffness need to be known before such a margin can be trusted.

## Choosing the settings

1. Fix what is held constant before forming the Hessian. Here it is the liquid volume in each gap. Another constraint gives another stiffness and may give another threshold.
2. Start from the unloaded state and monitor $\kappa$ at each converged point. A small residual establishes equilibrium, not stability.
3. Refine the first zero of $\kappa$, then evaluate $v\cdot f$ to distinguish a fold from a bifurcation.
4. Include a realistic placement error. The perfect threshold is not a safe design value: in the example, an error of 5% of the gap removes 21% of it.
5. Follow the motion just beyond the critical load before calling the instability a collapse.
